# Vacuum Decay of a Metal's Electron Density

Suppose the electron density outside a metal is known along the surface normal and the work function is to be read from its slope. If the density is taken as a pure exponential, a metal with a work function of 4.5 eV appears, in the step-barrier model below, to have a barrier of 6.2 eV at 0.5 nm from the surface. The exponential is right, but a power of distance multiplies it, and at such distances the power contributes noticeably to the slope. One factor of inverse distance comes from the sum over parallel momentum. A second comes from the sum over energy.

## The slowest vacuum wave

Let the metal fill $z<0$, with a flat surface that is uniform in the plane. Outside, the potential energy is the constant vacuum level $E_{\rm vac}$. The electrons are independent, the temperature is zero and no field is applied. The work function is $W=E_{\rm vac}-E_F$, where $E_F$ is the Fermi energy.

The momentum $\hbar\mathbf k_\parallel$ along the surface is conserved, so a state of energy $E$ has the form $e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\phi(z)$. In the vacuum the Schrödinger equation gives
$$-\frac{\hbar^2}{2m}\left(\phi''-k_\parallel^2\phi\right)=(E-E_{\rm vac})\phi .$$
Solving for $\phi''$ gives $\phi''=\kappa^2\phi$ with
$$\kappa^2=\frac{2m(E_{\rm vac}-E)}{\hbar^2}+k_\parallel^2. \tag{1}$$
The solution that stays finite is $\phi\propto e^{-\kappa z}$, and its density falls as $e^{-2\kappa z}$.

Equation (1) holds whatever the band structure inside the metal, because it uses only the total energy and the conserved parallel momentum. At fixed $E$, motion along the surface takes energy away from motion along the normal, and the wave decays faster. The slowest occupied wave therefore has $E=E_F$ and $k_\parallel=0$, provided the metal has such a state. Its decay constant is
$$\kappa_F=\frac{\sqrt{2mW}}{\hbar}. \tag{2}$$
The amplitude decays over $1/\kappa_F$, and the density over half that length,
$$\ell=\frac{1}{2\kappa_F}=\frac{\hbar}{2\sqrt{2mW}}. \tag{3}$$

## The two sums

Let $A(E,k_\parallel)$ be the spectral weight at the surface: the squared vacuum amplitude, extrapolated to $z=0$, per unit energy for a given $\mathbf k_\parallel$, with both spins included. Then
$$n(z)=\int^{E_F}\!dE\int\!\frac{d^2k_\parallel}{(2\pi)^2}\,A(E,k_\parallel)\,e^{-2\kappa z}. \tag{4}$$
Far from the surface only states close to the slowest one matter. Write $E=E_F-\varepsilon$ with $\varepsilon\ge0$. Equation (1) becomes $\kappa^2=\kappa_F^2+k_\parallel^2+2m\varepsilon/\hbar^2$, and expanding the square root to first order in the added terms gives
$$\kappa\simeq\kappa_F+\frac{k_\parallel^2}{2\kappa_F}+\frac{m\varepsilon}{\hbar^2\kappa_F}. \tag{5}$$
The exponential in (4) now splits into a product, one factor for each sum. Assume that $A$ is continuous and tends to a nonzero value $A_0$ at $E=E_F$, $k_\parallel=0$. To leading order it can then be taken out of the integral.

The parallel sum is a Gaussian integral in the plane:
$$\int\!\frac{d^2k_\parallel}{(2\pi)^2}e^{-k_\parallel^2z/\kappa_F}=\frac1{2\pi}\int_0^\infty\! k_\parallel\,dk_\parallel\,e^{-k_\parallel^2z/\kappa_F}=\frac{\kappa_F}{4\pi z}. \tag{6}$$
This is the power law due to parallel momentum. The vacuum acts as a filter that passes a disk of parallel momenta around zero. In the variable $u=k_\parallel^2$ the weight is $e^{-uz/\kappa_F}$, whose mean is
$$\langle k_\parallel^2\rangle=\frac{\kappa_F}{z}. \tag{7}$$
The area of the disk shrinks as $1/z$, and the number of contributing states per unit surface area shrinks with it.

The energy sum is a simple exponential integral:
$$\int_0^\infty\! d\varepsilon\;e^{-2m\varepsilon z/(\hbar^2\kappa_F)}=\frac{\hbar^2\kappa_F}{2mz}. \tag{8}$$
The contributing energies lie in a layer below $E_F$ of mean depth $\hbar^2\kappa_F/(2mz)=W/(\kappa_Fz)$, where (2) has been used. This layer also thins as $1/z$. Multiplying (6), (8) and $A_0$ gives
$$n(z)\simeq\frac{A_0\hbar^2\kappa_F^2}{8\pi m}\,\frac{e^{-2\kappa_Fz}}{z^2}. \tag{9}$$

If only electrons at the Fermi energy are counted, the energy sum is absent. The local density of states is then
$$\rho(E_F,z)\simeq A_0\,\frac{\kappa_F}{4\pi z}\,e^{-2\kappa_Fz}, \tag{10}$$
with a single inverse power. The total density and the density of states at $E_F$ share the decay length (3) but differ in their prefactors.

The expansion (5) omits a term of order $k_\parallel^4/\kappa_F^3$. By (7), its contribution to the exponent $2\kappa z$ is of order $1/(\kappa_Fz)$, so $\kappa_Fz\gg1$ is required. In addition, $A$ must vary little over the disk (7) and the energy layer (8).

## The step barrier

A free-electron metal with a sharp step fixes $A_0$ and shows how quickly the limit is reached. Measure energy from the band bottom, so that the step height is $V_0=E_F+W$. Define $k_F^2=2mE_F/\hbar^2$ and $k_0^2=2mV_0/\hbar^2$, which gives $k_0^2=k_F^2+\kappa_F^2$.

For normal wave number $k>0$, the wave is $e^{ikz}+re^{-ikz}$ inside and $te^{-\kappa z}$ outside. Continuity of the wave and of its slope at $z=0$ requires
$$1+r=t,\qquad ik(1-r)=-\kappa t. \tag{11}$$
The second condition is $1-r=i\kappa t/k$. Adding the first eliminates $r$ and gives $2=t(1+i\kappa/k)$, or $t=2k/(k+i\kappa)$. The energy is $E=\hbar^2(k^2+k_\parallel^2)/2m$, so $k_\parallel^2$ cancels in (1), leaving $\kappa^2=k_0^2-k^2$. Hence
$$|t|^2=\frac{4k^2}{k^2+\kappa^2}=\frac{4k^2}{k_0^2}. \tag{12}$$

To count the states, take a metal of large thickness $L$. The wave inside has mean square 2, so its norm is $2L$, and the allowed $k$ are spaced by $\pi/L$. A normalized sum over states becomes $\int (L\,dk/\pi)/(2L)=\int dk/2\pi$. For each $k$, the occupied parallel momenta fill a disk $k_\parallel^2<k_F^2-k^2$, which holds $(k_F^2-k^2)/4\pi$ states per unit area and spin. With a factor 2 for spin,
$$n(z)=\frac1{4\pi^2}\int_0^{k_F}\!dk\,(k_F^2-k^2)\,\frac{4k^2}{k_0^2}\,e^{-2\kappa z}. \tag{13}$$
Deep inside, the factor $|t|^2e^{-2\kappa z}$ is replaced by the mean square 2. The integral is then $k_F^3/(3\pi^2)$, the usual free-electron density, which confirms the normalization.

Equation (13) gives a second view of parallel momentum. At fixed *normal* energy, $k_\parallel$ does not change the decay. It enters through the disk of occupied states, whose area vanishes as $k\to k_F$. The slowest wave thus has no room for parallel motion, and this costs one power of $z$.

At fixed $k_\parallel$, $dE=\hbar^2k\,dk/m$. The spectral weight is therefore
$$A=2\cdot\frac{1}{2\pi}\cdot\frac{4k^2}{k_0^2}\cdot\frac{m}{\hbar^2k}=\frac{4mk}{\pi\hbar^2k_0^2}.$$
Setting $k=k_F$ gives $A_0$, and (9) becomes
$$n(z)\simeq C\,\frac{e^{-2\kappa_Fz}}{z^2},\qquad C=\frac{k_F\kappa_F^2}{2\pi^2k_0^2}. \tag{14}$$

### The next term

In (13), change the variable from $k$ to $\kappa$. Then $k\,dk=-\kappa\,d\kappa$ and $k_F^2-k^2=\kappa^2-\kappa_F^2$. The minus sign reverses the limits, so
$$n(z)=\frac1{\pi^2k_0^2}\int_{\kappa_F}^{k_0}\!d\kappa\;\kappa\,k\,(\kappa^2-\kappa_F^2)\,e^{-2\kappa z}. \tag{15}$$
Put $\kappa=\kappa_F+s$. The three factors before the exponential are
$$\kappa=\kappa_F\Big(1+\frac{s}{\kappa_F}\Big),\qquad \kappa^2-\kappa_F^2=2\kappa_Fs\Big(1+\frac{s}{2\kappa_F}\Big),$$
$$k=\sqrt{k_F^2-2\kappa_Fs-s^2}\simeq k_F\Big(1-\frac{\kappa_Fs}{k_F^2}\Big).$$
Their product is $2\kappa_F^2k_Fs(1+cs)$ to this order, with
$$c=\frac{3}{2\kappa_F}-\frac{\kappa_F}{k_F^2}. \tag{16}$$
The upper limit may be moved to infinity with an exponentially small error. Since $\int_0^\infty se^{-2sz}ds=1/(4z^2)$ and $\int_0^\infty s^2e^{-2sz}ds=1/(4z^3)$, the first term reproduces (14), and the second multiplies it by $1+c/z$. Taking the logarithm and differentiating gives the local decay rate
$$-\frac{d\ln n}{dz}=2\kappa_F+\frac2z+\frac{c}{z^2}+\dots \tag{17}$$

### A metal without parallel motion

Remove the disk factor $(k_F^2-k^2)/4\pi$ from the count, keeping $E_F$ and $W$ fixed. This leaves a one-dimensional metal with density per unit length
$$n_1(z)=\frac1\pi\int_0^{k_F}\!dk\,\frac{4k^2}{k_0^2}e^{-2\kappa z}.$$
Near the edge $dk=-(\kappa_F/k_F)\,ds$, and $\int_0^\infty e^{-2sz}ds=1/(2z)$. Therefore
$$n_1(z)\simeq\frac{2k_F\kappa_F}{\pi k_0^2}\,\frac{e^{-2\kappa_Fz}}{z},\qquad \frac{n}{n_1}\simeq\frac{\kappa_F}{4\pi z}. \tag{18}$$
The ratio is the parallel sum (6). Numerical integration between 40 and 80 nm, with the exponential divided out, gives powers of $-2.001$ for the total density, $-1.000$ for the one-dimensional metal and $-1.000$ for the density of states at $E_F$. Such distances serve only to expose the limit.

## Numbers for a noble-metal-like surface

Take $W=4.5$ eV and $E_F=7.0$ eV. With $\hbar^2/2m=0.0381$ eV nm², equation (2) gives
$$\kappa_F=\sqrt{4.5/0.0381}\ \text{nm}^{-1}=10.87\ \text{nm}^{-1}.$$
The density decay length is $\ell=1/(2\times10.87)$ nm $=0.046$ nm, or 0.46 Å. The exponential alone falls by a factor of 8.8 per 0.1 nm, or one decade per 0.106 nm.

The other wave numbers are $k_F=13.56$ nm⁻¹ and $k_0=17.37$ nm⁻¹, so
$$C=\frac{13.56\times10.87^2}{2\pi^2\times17.37^2}\ \text{nm}^{-1}=0.269\ \text{nm}^{-1}.$$
Equation (16) gives $c=0.138-0.059=0.079$ nm.

At 1.0 nm, the full integral (13) gives $1.04\times10^{-10}$ nm⁻³. The leading law gives $0.98\times10^{-10}$ nm⁻³, about 6% below the integral, and the factor $1+c/z$ brings the result to within 2%. At 0.5 nm the leading law is again about 6% low, but the corrected one is 9% high: the next term no longer improves the result there. As a test of (13) itself, the bound states of a slab 200 nm thick were summed one by one at both distances. The sum agrees with the integral to about one part in $10^4$ or better. The residual oscillates with the slab thickness, according to where $k_F$ falls between the discrete levels, and at exactly 200 nm it happens to be only a few parts in $10^6$.

The local decay rate at 0.5 nm is 25.6 nm⁻¹, compared with $2\kappa_F=21.7$ nm⁻¹. Treating the density as a pure exponential turns this rate into an apparent barrier
$$W_{\rm app}=\frac{\hbar^2}{8m}\left(\frac{d\ln n}{dz}\right)^2=\frac{0.0381\times25.56^2}{4}\ \text{eV}=6.2\ \text{eV}. \tag{19}$$
At 1.0 nm it is still 5.4 eV. For the density of states at $E_F$, with its single inverse power, the values are 5.3 and 4.9 eV. The excess over 4.5 eV comes from the prefactor and not from a higher barrier.

The rms parallel wave number in the tail at 1.0 nm is 3.4 nm⁻¹, while (7) predicts 3.3 nm⁻¹. This is about a quarter of $k_F$, so the tail samples a small central part of the occupied disk.

## What changes the exponent, and what changes the power

**Image attraction.** An electron outside a metal is attracted by its image. In a one-electron model, with $z$ measured from the image plane, the potential energy is $E_{\rm vac}-e^2/4z$ in Gaussian units. With $a_0=\hbar^2/(me^2)$, the local decay constant of the slowest wave obeys
$$\kappa^2(z)=\kappa_F^2-\frac1{2a_0z},\qquad \kappa(z)\simeq\kappa_F-\frac1{4\kappa_Fa_0z}. \tag{20}$$
In the semiclassical approximation the density of this wave varies as $\exp[-2\int\kappa(z)\,dz]$. The correction integrates to a logarithm, so the density gains a factor
$$z^{\,p},\qquad p=\frac1{2\kappa_Fa_0}. \tag{21}$$
For a neighbouring wave with $\kappa_F+s$ in place of $\kappa_F$, $p$ changes by about $-ps/\kappa_F$. This adds $(ps/\kappa_F)\ln z$ to the exponent $2sz$, a vanishing fraction at large $z$. The two sums still give $z^{-2}$, and the total power is $-2+p$. The decay length (3) is unchanged.

Here $p=0.869$ and the predicted power is $-1.131$. Numerical integration of the wave equation, with the image potential cut off at the band bottom, gives $-1.123$ at 15 nm and $-1.125$ at 30 nm.

With the step placed at the image plane, the image potential raises the density by a factor of 22 at 0.5 nm and 38.5 at 1.0 nm. The apparent barriers from the total density drop to 5.55 and 5.01 eV, still above $W$.

**No state at zero parallel momentum.** Some crystal faces have a gap at $k_\parallel=0$ at the Fermi energy. If the states there begin at $k_{\min}$, the slowest wave at $E_F$ has
$$\kappa_{\min}=\sqrt{\kappa_F^2+k_{\min}^2}. \tag{22}$$
The exponential itself is now steeper. From (1), $k_\parallel dk_\parallel=\kappa\,d\kappa$ at fixed energy, so the parallel sum for the density of states at $E_F$ becomes
$$\frac1{2\pi}\int_{\kappa_{\min}}^\infty\!\kappa\,d\kappa\,e^{-2\kappa z}\simeq\frac{\kappa_{\min}}{4\pi z}e^{-2\kappa_{\min}z}.$$
The single inverse power survives only if the spectral weight is nonzero at the edge. At the edge of a projected bulk band the weight normally vanishes as the square root of the distance from the edge, and since $\int_0^\infty\sqrt{s}\,e^{-2sz}ds\propto z^{-3/2}$, the power is then $-3/2$. A surface state inside the gap, where one exists, can decay more slowly than these bulk states and dominate the tail. For a chosen $k_{\min}=5$ nm⁻¹, the decay length falls from 0.046 to 0.042 nm. The total density also needs the states below $E_F$, whose edge may lie at a smaller $k_\parallel$.

**Temperature.** Near $E_F$, the tail's weight per unit energy grows as $e^{\beta\eta}$, where $\eta=E-E_F$ and, from (8), $\beta=2mz/(\hbar^2\kappa_F)=\kappa_Fz/W$. With the Fermi function, and with $y=e^{\eta/k_BT}$,
$$\int_{-\infty}^{\infty}\!\frac{e^{\beta\eta}\,d\eta}{e^{\eta/k_BT}+1}=k_BT\int_0^\infty\!\frac{y^{\beta k_BT-1}}{1+y}dy=\frac{\pi k_BT}{\sin(\pi\beta k_BT)},$$
for $\beta k_BT<1$. At zero temperature the integral is $1/\beta$. The tunnelling tail is therefore multiplied by
$$\frac{x}{\sin x},\qquad x=\frac{\pi k_BT\,\kappa_Fz}{W}. \tag{23}$$
At 300 K the full integral rises by 0.6% at 1.0 nm. At 4 nm it rises by a factor of 1.1087, where (23) gives 1.1105.

Much farther out, electrons thermally excited above the barrier dominate, and the tunnelling law ends. Equating $e^{-2\kappa_Fz}$ with $e^{-W/k_BT}$ places this at $z\simeq W/(2\kappa_Fk_BT)=8.0$ nm. Equating the tunnelling density with that of the equilibrium electron vapour, $2(mk_BT/2\pi\hbar^2)^{3/2}e^{-W/k_BT}$, gives 7.9 nm with the zero-temperature tail, and 7.95 nm with the tail at 300 K. The density there is below $10^{-77}$ nm⁻³, so the crossover is formal and not observable. The strict limit $z\to\infty$ of (14) thus belongs to zero temperature. At 300 K the law describes an intermediate range.

**Atomic structure.** A surface periodic in the plane mixes $\mathbf k_\parallel$ with $\mathbf k_\parallel+\mathbf G$, where $\mathbf G$ is a surface reciprocal vector. The interference of the two waves makes the density vary along the surface, and it decays with the sum of their decay constants. For the slowest state this sum is $\kappa_F+\sqrt{\kappa_F^2+G^2}$. At $E_F$ the sum is smallest for states with $k_\parallel=G/2$ that mix with $-G/2$, where both waves decay with $\sqrt{\kappa_F^2+G^2/4}$. If such states are occupied, they dominate the variation far out, and it is damped relative to the uniform density by $\exp[-2(\sqrt{\kappa_F^2+G^2/4}-\kappa_F)z]$. For a period of 0.25 nm, $G/2=12.6$ nm⁻¹ lies just inside $k_F$, and this factor is $3\times10^{-3}$ at 0.5 nm. The slowest state alone would give $3\times10^{-4}$. Either factor is to be multiplied by one set by the amplitudes at the surface.

## Beside a real metal

The parameters are rough values for a noble metal such as copper, whose work function is roughly 4.5 to 5 eV, depending on the face. The (111) faces of copper, silver and gold are not described by the model: they have a gap at $k_\parallel=0$ at $E_F$ with a surface state in it. That state can supply most of the tail and then sets both the exponent and the power, so the powers derived here do not apply to those faces. Raising $W$ by 0.3 eV at fixed $E_F$ multiplies the step-model density by 0.72 at 0.5 nm and by 0.51 at 1.0 nm. A real surface has no sharp step: the image estimate above moves the density by more than a factor of ten, but the rate at 0.5 nm only from 25.6 to 24.1 nm⁻¹. The absolute density also depends on where the surface plane is placed, since a shift of 0.1 nm changes the exponential by a factor of 8.8. The model omits d electrons and many-electron effects beyond the assumed image potential, so its absolute densities are estimates. The decay length is less sensitive: given $W$, a flat vacuum level far away and available states at $k_\parallel=0$, equation (3) does not depend on the shape of the barrier near the metal. To extract $W$ from a measured slope, one must still decide which states are being sampled and include the corresponding power of $z$. With the image potential this power is $-2+p$ for the total density and $-1+p$ for the states at $E_F$, with $z$ measured from the image plane. The choice matters: for the image-model slope of the total density at 0.5 nm, the step-barrier power $-2$ would give 3.9 eV, while $-2+p$ gives 4.6 eV, close to the true 4.5 eV. At so short a distance this agreement is good only to a few tenths of an eV: misplacing the image plane by 0.1 nm moves the result between 4.3 and 4.7 eV, and joining the image potential to the metal by a step 0.15 nm outside the image plane raises it to 4.9 eV. The remaining digits are in the numerical output below.

## Computed results

```
Work function W = 4.50 eV, Fermi energy EF = 7.00 eV
Barrier height V0 = 11.50 eV, temperature = 300 K
hbar^2/(2m) = 0.038100 eV nm^2, e^2 = 1.43996 eV nm
kapF = 10.868 1/nm, kF = 13.555 1/nm, k0 = 17.374 1/nm
Density decay length 1/(2 kapF) = 0.0460 nm = 0.460 angstrom
Amplitude decay length 1/kapF = 0.0920 nm
Distance per decade, exponential only = 0.1059 nm
Exponential factor per 0.1 nm = 8.79
Bulk density = 84.11 1/nm^3
Prefactor C = 0.2687 1/nm, coefficient c = 0.0789 nm
Coefficient c from quadrature at 40 nm = 0.0786 nm
Largest slab-sum relative difference = 4.2e-06
Power of z, 40 to 80 nm: total density = -2.0014
Power of z: one-dimensional metal = -1.0003
Power of z: density of states at EF = -1.0003
--- z = 0.5 nm
Density, full integral = 2.1734e-05 1/nm^3
Density, leading law = 2.0487e-05 1/nm^3
Density, with 1 + c/z = 2.3718e-05 1/nm^3
Decay rate = 25.560 1/nm (2 kapF = 21.736 1/nm)
Apparent barrier, total density = 6.22 eV
Apparent barrier, states at EF = 5.34 eV
Rms parallel k = 4.83 1/nm (law sqrt(kapF/z) = 4.66 1/nm)
Image model: density ratio to step = 22.45
Image model: decay rate = 24.137 1/nm, apparent barrier = 5.55 eV
Density ratio 300 K to 0 K = 1.0015
Density ratio for W + 0.3 eV = 0.717
Corrugation damping, 0.25 nm period = 2.6e-04
--- z = 1.0 nm
Density, full integral = 1.0367e-10 1/nm^3
Density, leading law = 9.7623e-11 1/nm^3
Density, with 1 + c/z = 1.0532e-10 1/nm^3
Decay rate = 23.773 1/nm (2 kapF = 21.736 1/nm)
Apparent barrier, total density = 5.38 eV
Apparent barrier, states at EF = 4.93 eV
Rms parallel k = 3.44 1/nm (law sqrt(kapF/z) = 3.30 1/nm)
Image model: density ratio to step = 38.50
Image model: decay rate = 22.940 1/nm, apparent barrier = 5.01 eV
Density ratio 300 K to 0 K = 1.0061
Density ratio for W + 0.3 eV = 0.506
Corrugation damping, 0.25 nm period = 6.7e-08
--- limits
Image exponent p = 0.869, predicted power = -1.131
Image model power at 15 nm = -1.123, at 30 nm = -1.125
Gap to k = 5.0 1/nm: density decay length = 0.0418 nm
Heat factor at 4 nm = 1.1087, x/sin x = 1.1105
Thermal takeover = 7.93 nm, estimate = 8.01 nm
```
